# Area Scaling of the Characteristic Lifetime in Percolation Breakdown: verification in Python

```python
# Result under test: for N independent breakdown sites the characteristic
# lifetime T (63.2 % failed) obeys d ln T / d ln N = -1/beta(T), hence
# T ~ N**(-1/beta) when the site hazard is a power law of time.
# Percolation site: a column of n cells, all of which must be defective.
# Mean defects per cell: lam = (t/tau)**alpha; dilute slope beta = n*alpha.
# Times inside the functions are in units of tau.
import itertools
import numpy as np
from scipy.optimize import brentq
from scipy.special import ndtri
from scipy.constants import hour

thickness_nm, cell_nm, alpha, tau_s = 3.0, 1.0, 0.5, 1.0e10
layers = int(round(thickness_nm / cell_nm))
beta0 = layers * alpha


def site_failure(t, n=layers):
    return (-np.expm1(-t**alpha))**n


def site_hazard(t, n=layers):
    return -np.log1p(-site_failure(t, n))


def lifetime(N, n=layers, level=1.0):
    """Time at which the device cumulative hazard N*h1 equals level."""
    g = lambda u: np.log(N * site_hazard(np.exp(u), n) / level)
    return np.exp(brentq(g, -60.0, 3.0, xtol=1e-13, rtol=1e-13))


def slope_formula(t, n=layers):
    lam, F = t**alpha, site_failure(t, n)
    return n * alpha * lam / np.expm1(lam) * F / ((1 - F) * site_hazard(t, n))


print(f"oxide thickness {thickness_nm:.1f} nm, cell edge {cell_nm:.1f} nm")
print(f"cells per column n = {layers}, alpha = {alpha}, tau = {tau_s:.1e} s")
print(f"dilute Weibull slope n*alpha = {beta0:.3f}")

# Random placement of defects at the predicted characteristic time
rng = np.random.default_rng(12345)
devices = 20000
target = 1 - np.exp(-1)
for N in (100, 1600):
    lam = lifetime(N)**alpha
    failed = 0
    for count in rng.poisson(layers * N * lam, devices):
        hit = np.zeros(layers * N, dtype=bool)
        hit[rng.integers(0, layers * N, count)] = True
        failed += bool(np.logical_and.reduce(hit.reshape(layers, N)).any())
    fraction = failed / devices
    error = np.sqrt(target * (1 - target) / devices)
    assert abs(fraction - target) < 4 * error  # four standard errors
    print(f"random defects, N={N}: failed fraction {fraction:.4f}"
          f" (expected {target:.4f}, std. error {error:.4f})")

# Local scaling law, also where the slope is far from n*alpha
for N in (20, 1e6):
    d = 1e-3
    exponent = (np.log(lifetime(N * np.exp(d)))
                - np.log(lifetime(N * np.exp(-d)))) / (2 * d)
    local = slope_formula(lifetime(N))
    assert abs(exponent + 1 / local) < 1e-5
    print(f"N={N:.0f}: local slope {local:.4f}, d lnT/d lnA {exponent:.4f},"
          f" -1/slope {-1/local:.4f}")
assert slope_formula(lifetime(20)) < 0.9 * beta0

# Worked example: lifetimes for four areas
areas = (1.0, 1e2, 1e4, 1e6)
for area in areas:
    N = area * 1e6 / cell_nm**2
    T = lifetime(N)
    power = N**(-1 / beta0)
    small = N**(-1 / layers)
    assert abs(T / power - 1 - small / (2 * alpha)) < 2 * small**2
    print(f"area {area:.0e} um^2: N={N:.0e}, T={T*tau_s:.5g} s,"
          f" power law {power*tau_s:.5g} s, ratio {T/power:.5f}")
print(f"T at 1 um^2 in hours: {lifetime(1e6/cell_nm**2)*tau_s/hour:.1f} h")

# Early failures of the largest device
N_big = areas[-1] * 1e6 / cell_nm**2
ppm_fraction = 1e-4
t_early = lifetime(N_big, level=-np.log1p(-ppm_fraction))
t_rule = lifetime(N_big) * (-np.log1p(-ppm_fraction))**(1 / beta0)
assert abs(t_early / t_rule - 1) < 1e-3
print(f"time to {ppm_fraction*1e6:.0f} ppm failures at {areas[-1]:.0e} um^2:"
      f" {t_early*tau_s:.4f} s (Weibull rule {t_rule*tau_s:.4f} s)")

# Area factor for thin and thick oxide, area raised 100 times
for n in (layers, 2 * layers):
    N1, N2 = 1e8, 1e10
    factor = lifetime(N1, n) / lifetime(N2, n)
    ideal = (N2 / N1)**(1 / (n * alpha))
    s1, s2 = N1**(-1 / n), N2**(-1 / n)
    corrected = ideal * (1 + s1 / (2 * alpha)) / (1 + s2 / (2 * alpha))
    assert abs(factor / corrected - 1) < 2 * s1**2
    print(f"n={n}: T(100 um^2)/T(1e4 um^2) = {factor:.3f},"
          f" dilute law {ideal:.3f}")

# Independent lognormal sites: no constant exponent
lognormal_T = lambda N: ndtri(-np.expm1(-1 / N))  # ln T for unit log-width
e_small = (lognormal_T(1e5) - lognormal_T(1e4)) / np.log(10)
e_large = (lognormal_T(1e10) - lognormal_T(1e9)) / np.log(10)
assert abs(e_small - e_large) > 0.05
print(f"lognormal sites, log-width 1: exponent {e_small:.4f} (N=1e4..1e5),"
      f" {e_large:.4f} (N=1e9..1e10)")

# Two layers with diagonal contacts: paths share cells
states = list(itertools.product((0, 1), repeat=2))


def contact(left, right):
    a, b = left
    c, d = right
    return (a and b) or (c and d) or (a and d) or (c and b)


def ring_matrix(p):
    weight = lambda s: np.prod([p if x else 1 - p for x in s])
    return np.array([[0.0 if contact(u, v) else weight(v) for v in states]
                     for u in states])


def ring_survival(p, L):
    return np.sum(np.linalg.eigvals(ring_matrix(p)).astype(complex)**L).real


L_small, p_test = 5, 0.3
enumerated = 0.0
for cells in itertools.product((0, 1), repeat=2 * L_small):
    top, bottom = cells[:L_small], cells[L_small:]
    broken = any(top[j] and bottom[(j + s) % L_small]
                 for j in range(L_small) for s in (-1, 0, 1))
    if not broken:
        k = sum(cells)
        enumerated += p_test**k * (1 - p_test)**(2 * L_small - k)
assert abs(enumerated - ring_survival(p_test, L_small)) < 1e-10
print(f"ring of {L_small} columns, p={p_test}: survival {enumerated:.6f}"
      f" (enumeration), {ring_survival(p_test, L_small):.6f} (matrix)")
p = 1e-3
f = -np.log(max(np.linalg.eigvals(ring_matrix(p)).real))
assert abs(f / p**2 - (3 - 6 * p)) < 50 * p**2
print(f"hazard per column / p^2 at p={p}: {f/p**2:.5f}, 3-6p = {3-6*p:.5f}")
p63 = [brentq(lambda q: ring_survival(q, L) - np.exp(-1), 1e-5, 0.1,
              xtol=1e-14) for L in (10**4, 10**6)]
ring_exponent = np.log(p63[1] / p63[0]) / np.log(100)
assert abs(ring_exponent + 0.5) < 0.002  # finite p shifts it by about 0.001
print(f"shared-cell paths: d ln p63/d ln L = {ring_exponent:.4f}"
      f" (dilute limit {-1/2:.4f})")

# Lognormal spread K of the time scale
sigma = 0.5
z, w = np.polynomial.hermite_e.hermegauss(80)
w = w / w.sum()
K = np.exp(sigma * z)


def solve_log_time(hazard):
    return brentq(lambda u: np.log(hazard(np.exp(u))), -25.0, -5.0,
                  xtol=1e-13)


N = 1e10
site_spread = lambda t: -N * np.log1p(-np.sum(w * site_failure(t / K)))
ratio = np.exp(solve_log_time(site_spread)) / lifetime(N)
predicted = np.exp(-beta0 * sigma**2 / 2)
assert abs(ratio / predicted - 1) < 2e-3
u = solve_log_time(site_spread)
d = 1e-3
site_slope = np.log(site_spread(np.exp(u + d))
                    / site_spread(np.exp(u - d))) / (2 * d)
assert abs(site_slope / beta0 - 1) < 2e-3
print(f"site-to-site spread sigma={sigma}: T ratio {ratio:.4f}"
      f" (formula {predicted:.4f}), slope {site_slope:.4f}")


def device_spread(t, N):
    return -np.log(np.sum(w * np.exp(-N * site_hazard(t / K))))


u1 = solve_log_time(lambda t: device_spread(t, 1e8))
u2 = solve_log_time(lambda t: device_spread(t, N))
common_exponent = (u2 - u1) / np.log(100)
assert abs(common_exponent + 1 / beta0) < 2e-3
measured = np.log(device_spread(np.exp(u2 + d), N)
                  / device_spread(np.exp(u2 - d), N)) / (2 * d)
x = N * site_hazard(np.exp(u2) / K)
slope_rule = beta0 * np.e * np.sum(w * x * np.exp(-x))
assert abs(measured / slope_rule - 1) < 2e-3
assert measured < 0.9 * beta0
print(f"device-to-device spread sigma={sigma}: area exponent"
      f" {common_exponent:.4f}, intrinsic -1/beta {-1/beta0:.4f}")
print(f"  measured slope at T {measured:.4f}, formula {slope_rule:.4f}")
print(f"  factor for 100x area: true {np.exp(u1-u2):.2f},"
      f" from measured slope {100**(1/measured):.2f}")

print("no test failed")
```

It prints:

```
oxide thickness 3.0 nm, cell edge 1.0 nm
cells per column n = 3, alpha = 0.5, tau = 1.0e+10 s
dilute Weibull slope n*alpha = 1.500
random defects, N=100: failed fraction 0.6309 (expected 0.6321, std. error 0.0034)
random defects, N=1600: failed fraction 0.6318 (expected 0.6321, std. error 0.0034)
N=20: local slope 1.2149, d lnT/d lnA -0.8231, -1/slope -0.8231
N=1000000: local slope 1.4925, d lnT/d lnA -0.6700, -1/slope -0.6700
area 1e+00 um^2: N=1e+06, T=1.0101e+06 s, power law 1e+06 s, ratio 1.01009
area 1e+02 um^2: N=1e+08, T=46516 s, power law 46416 s, ratio 1.00216
area 1e+04 um^2: N=1e+10, T=2155.4 s, power law 2154.4 s, ratio 1.00046
area 1e+06 um^2: N=1e+12, T=100.01 s, power law 100 s, ratio 1.00010
T at 1 um^2 in hours: 280.6 h
time to 100 ppm failures at 1e+06 um^2: 0.2155 s (Weibull rule 0.2155 s)
n=3: T(100 um^2)/T(1e4 um^2) = 21.581, dilute law 21.544
n=6: T(100 um^2)/T(1e4 um^2) = 4.762, dilute law 4.642
lognormal sites, log-width 1: exponent -0.2371 (N=1e4..1e5), -0.1579 (N=1e9..1e10)
ring of 5 columns, p=0.3: survival 0.382011 (enumeration), 0.382011 (matrix)
hazard per column / p^2 at p=0.001: 2.99402, 3-6p = 2.99400
shared-cell paths: d ln p63/d ln L = -0.5011 (dilute limit -0.5000)
site-to-site spread sigma=0.5: T ratio 0.8291 (formula 0.8290), slope 1.4996
device-to-device spread sigma=0.5: area exponent -0.6670, intrinsic -1/beta -0.6667
  measured slope at T 1.1892, formula 1.1895
  factor for 100x area: true 21.58, from measured slope 48.07
no test failed
```
